# The Nonlocal Conductivity Kernel of a Weakly Disordered Free-Electron Metal

In a free-electron metal with Fermi wave number \(k=15\ \mathrm{nm^{-1}}\) and mean free path \(l=7\) nm, the current at a point responds to the driving field 7 nm away about 115 times more weakly than to the driving field 1 nm away, per unit volume and along the line joining the points. The driving field is the electric field corrected for the redistribution of electrons that it causes. Exponential decay over the mean free path accounts for a factor \(e^{6/7}\approx2.4\). The remaining factor is 49, the square of the ratio of the distances. The kernel behind these numbers is

\[
\sigma_{ij}(\mathbf R)=\frac{3\sigma_0}{4\pi l}\,\frac{R_iR_j}{R^4}\,e^{-R/l},\qquad \sigma_0=\frac{e^2k^2l}{3\pi^2\hbar},\qquad \mathbf R=\mathbf r-\mathbf r'. \tag{1}
\]

It is derived below from averaged Green functions and then from a kinetic equation.

## The model

Electrons of charge \(-e\), mass \(m\) and two spin states move in a static random potential with zero mean and \(\langle V(\mathbf r)V(\mathbf r')\rangle=W\delta(\mathbf r-\mathbf r')\). Such a potential scatters equally into all directions. Disorder is weak, \(kl\gg1\), the temperature is zero, and the frequency tends to zero after the volume has become infinite. The kernel is defined by \(j_i(\mathbf r)=\int d^3r'\,\sigma_{ij}(\mathbf r,\mathbf r')E_j(\mathbf r')\), with repeated indices summed. Which field belongs in this relation needs care. The first derivation shows that (1) alone is not the full response to the electric field, and the second identifies the driving field on which (1) acts.

## First derivation: averaged Green functions

**Absorbed power.** Apply \(\mathbf E(\mathbf r)\cos\omega t\). Since \(\mathbf E=-\partial_t\mathbf A\), the vector potential is \(-(\mathbf E/\omega)\sin\omega t\), and the coupling \(-\int\mathbf J\cdot\mathbf A\) becomes \((M/\omega)\sin\omega t\) with \(M=\int d^3r\,\mathbf J(\mathbf r)\cdot\mathbf E(\mathbf r)\). Each exponential in the sine has amplitude \(M/2\omega\). The golden rule, with absorption minus emission and a factor 2 for spin, gives the power

\[
\mathcal P=2\sum_{nm}\hbar\omega\,(f_n-f_m)\frac{2\pi}{\hbar}\frac{|M_{mn}|^2}{4\omega^2}\,\delta(E_m-E_n-\hbar\omega).
\]

As \(\omega\to0\), \(f_n-f_m\to\hbar\omega\,\delta(E_F-E_n)\), so that

\[
\mathcal P\to\pi\hbar\sum_{nm}|M_{mn}|^2\,\delta(E_F-E_n)\,\delta(E_F-E_m).
\]

The time-averaged power is also \(\frac12\int\!\int E_i\sigma_{ij}E_j\). Comparison gives

\[
\sigma_{ij}(\mathbf r,\mathbf r')=2\pi\hbar\,\mathrm{Tr}\big[J_i(\mathbf r)\,\delta(E_F-H)\,J_j(\mathbf r')\,\delta(E_F-H)\big], \tag{2}
\]

with the trace over orbital states. Power fixes the part of the kernel that is symmetric under exchange of \((i,\mathbf r)\) and \((j,\mathbf r')\). Time-reversal symmetry makes the whole kernel symmetric, so nothing is lost. For a field with a curl, (2) is the dissipative response; the equilibrium magnetization current is separate.

**Four terms become two.** The current operator has the matrix elements

\[
\langle n|J_i(\mathbf r)|m\rangle=-\frac{e\hbar}{2mi}\big[\psi_n^*\partial_i\psi_m-(\partial_i\psi_n^*)\psi_m\big].
\]

Define \(A(\mathbf r,\mathbf r')=\sum_n\psi_n(\mathbf r)\psi_n^*(\mathbf r')\delta(E_F-E_n)\), which equals \(-\mathrm{Im}\,G/\pi\) for real wave functions. The product of two matrix elements carries \((1/i)^2=-1\), and (2) becomes

\[
\begin{aligned}
\sigma_{ij}=-2\pi\hbar\Big(\frac{e\hbar}{2m}\Big)^2\big[&\partial_iA(\mathbf r,\mathbf r')\,\partial'_jA(\mathbf r',\mathbf r)-A(\mathbf r',\mathbf r)\,\partial_i\partial'_jA(\mathbf r,\mathbf r')\\
&-A(\mathbf r,\mathbf r')\,\partial_i\partial'_jA(\mathbf r',\mathbf r)+\partial_iA(\mathbf r',\mathbf r)\,\partial'_jA(\mathbf r,\mathbf r')\big].
\end{aligned}
\]

Now replace the average of each product by the product of averages. This is the bubble approximation; what it omits is treated below. The averaged \(A\) is a function \(a(R)\), for which \(\partial'_j=-\partial_j\). The first and fourth terms each give \(-\partial_ia\,\partial_ja\), the other two each give \(+a\,\partial_i\partial_ja\), and therefore

\[
\sigma_{ij}(\mathbf R)=\frac{\pi\hbar^3e^2}{m^2}\big[\partial_ia\,\partial_ja-a\,\partial_i\partial_ja\big]. \tag{3}
\]

**The averaged Green function.** To lowest order in \(W\) the self-energy is \(W\delta(\mathbf r-\mathbf r')G(\mathbf r,\mathbf r)\). Its real part grows linearly with the momentum cutoff that a white-noise potential needs in three dimensions; at any fixed cutoff it is a constant, which is absorbed into the energy zero. Its imaginary part is \(-\pi WN=-\hbar/2\tau\), where \(N=a(0)\) is the density of states per spin. Hence

\[
\Big(E_F+\frac{i\hbar}{2\tau}+\frac{\hbar^2\nabla^2}{2m}\Big)\langle G\rangle=\delta(\mathbf R),\qquad
\langle G\rangle=-\frac{m}{2\pi\hbar^2}\frac{e^{iKR}}{R},
\]

with \(K^2=2m(E_F+i\hbar/2\tau)/\hbar^2\). Write \(K=k+i/(2l)\). The imaginary part of \(K^2\) is \(k/l=m/(\hbar\tau)\), so \(l=v\tau\) with \(v=\hbar k/m\). Then

\[
a(R)=\frac{m}{2\pi^2\hbar^2}\,\frac{\sin kR}{R}\,e^{-R/2l},\qquad N=\frac{mk}{2\pi^2\hbar^2}. \tag{4}
\]

The averaged amplitude decays over \(2l\) because the average keeps only the unscattered part, whose intensity decays over \(l\). The rate can be checked by sampling a one-dimensional chain with unit hopping, energy \(-2\cos1\) and independent Gaussian site energies, whose variance is set so that the golden rule gives \(l=100\) sites. Averaging the transmitted amplitude over 40,000 realizations, at lengths of 20 and 160 sites, gives a decay rate of 0.00498 per site. The expected \(1/(2l)\) is 0.00500, and the two agree within the sampling error. That error is below two percent, because the transmission amplitude never exceeds one in magnitude. In a chain, about half of this decay rate comes from reflection, which lowers the typical magnitude of the transmitted amplitude, and the rest comes from the spread of its phase.

**The kernel.** For a function of \(R\), the matrix \(\partial_i\partial_ja\) equals \(a''\) along \(\mathbf R\) and \(a'/R\) across it. Along \(\mathbf R\), the bracket in (3) is \(a'^2-aa''=-a^2(\ln a)''\). Since \(\ln a=\text{const}+\ln\sin kR-\ln R-R/2l\),

\[
(\ln a)''=-\frac{k^2}{\sin^2kR}+\frac1{R^2},
\]

with zeros of the sine covered by continuity of the final expression. Across \(\mathbf R\), the bracket is \(-aa'/R\), with \(a'=a\,(k\cot kR-1/R-1/2l)\). The constants combine to

\[
\frac{\pi\hbar^3e^2}{m^2}\Big(\frac{m}{2\pi^2\hbar^2}\Big)^2=\frac{e^2}{4\pi^3\hbar}\equiv P,
\]

and the two parts of the bubble are

\[
\sigma_\parallel=P\,\frac{e^{-R/l}}{R^2}\Big[k^2-\frac{\sin^2kR}{R^2}\Big], \tag{5}
\]

\[
\sigma_\perp=P\,\frac{e^{-R/l}}{R^3}\Big[-\frac k2\sin2kR+\sin^2kR\Big(\frac1R+\frac1{2l}\Big)\Big]. \tag{6}
\]

For \(kR\gg1\) the term \(Pk^2e^{-R/l}/R^2\) along \(\mathbf R\) dominates. Because \(Pk^2=3\sigma_0/(4\pi l)\), this is (1). Two amplitudes, each falling as \(e^{-R/2l}/R\), have combined into the inverse square and the full exponential. The oscillating terms are smaller by \(1/(kR)^2\) along \(\mathbf R\) and by \(1/(kR)\) across it, so no smoothing over the Fermi wavelength is needed.

The inverse square stops at distances near \(1/k\), here 0.067 nm. As \(R\to0\), \(\sin^2kR/R^2\to k^2-k^4R^2/3\), and \(\sigma_\parallel\) tends to the finite value \(Pk^4/3\). The part across \(\mathbf R\) also contains a term \(Pk^2/(2lR)\), which diverges as \(R\to0\) but is integrable over volume. In the example it exceeds \(Pk^4/3\) only below about 0.001 nm, where the white-noise model of the disorder has no physical meaning.

**The uniform field.** Averaging over directions of \(\mathbf R\) turns the tensor into \((\sigma_\parallel+2\sigma_\perp)/3\). The leading term integrates to \((4\pi/3)Pk^2l=\sigma_0\). The remaining terms of (5) and (6), multiplied by \(R^2\), add to

\[
e^{-R/l}\Big[\frac{\sin^2kR}{R^2}-\frac{k\sin2kR}{R}+\frac{\sin^2kR}{lR}\Big]
=-\frac{d}{dR}\Big[\frac{\sin^2kR}{R}\,e^{-R/l}\Big].
\]

The bracket on the right vanishes at both ends, so these terms do not contribute to the volume integral. Within the bubble with a constant self-energy, \(\sigma_0\) is therefore unchanged by the short-distance structure.

**What the bubble omits.** A retarded and an advanced Green function can scatter from the same potential fluctuation. One uncorrelated flight between two such events carries the weight \(W|\langle G\rangle|^2\). From \(\hbar/2\tau=\pi WN\) follows \(W=\pi\hbar^4/(m^2l)\), and

\[
W|\langle G\rangle|^2=\frac{e^{-R/l}}{4\pi lR^2}.
\]

This is the probability density of the end point of a free flight, and it integrates to one. Let \(x=ql\), let \(\mu\) be the cosine between the flight and \(\mathbf q\), and let an overbar denote the average over directions. The Fourier transform is

\[
F=\overline{\frac1{1+ix\mu}}=\frac{\arctan x}{x}.
\]

Summing one or more common scattering events gives the geometric factor \(1/(1-F)\). At each end of the series stands the velocity carried by a flight. Because \((\hbar/m)\,\mathrm{Im}(G^*\nabla G)=v|G|^2\hat{\mathbf R}\), its transform along \(\mathbf q\), times \(W\), is

\[
v\,\overline{\frac{\mu}{1+ix\mu}}=v\,\frac{1-F}{ix}.
\]

Its components across \(\mathbf q\) vanish by symmetry, and so does the whole vector at \(q=0\). The ladder therefore leaves the response to transverse fields unchanged. For a uniform field the order of limits matters, because \(1/(1-F)\) diverges at \(q=0\) in the static limit. At finite frequency it stays finite, so with \(q\to0\) taken before \(\omega\to0\) the ladder vanishes. The static longitudinal ladder found next tends instead to \(-\sigma_0\) as \(q\to0\).

For a longitudinal field, the product \(AA\) in (2) contains the retarded–advanced pair with total weight \(2/(4\pi^2)\), so the ladder has the prefactor \(e^2\hbar/\pi\):

\[
\sigma_{\rm ladder}=\frac{e^2\hbar}{\pi W}\Big[v\,\frac{1-F}{ix}\Big]^2\frac1{1-F}=-3\sigma_0\,\frac{1-F}{x^2},
\]

where \(e^2\hbar v^2/(\pi W)=e^2k^2l/(\pi^2\hbar)=3\sigma_0\). The transform of (1) along \(\mathbf q\) is

\[
3\sigma_0\,\overline{\frac{\mu^2}{1+ix\mu}}=3\sigma_0\,\frac{1-F}{x^2}.
\]

The two cancel at this order for every \(q\neq0\). A static periodic potential redistributes the electrons until no current flows. The bubble omits that redistribution, so it cannot be applied to such a field without correction.

## Second derivation: flights between collisions

Now describe the electrons by a distribution over position and direction of motion \(\mathbf n\), written \(f=f_0+(-\partial f_0/\partial\varepsilon)\,g(\mathbf r,\mathbf n)\). Here \(g\) is the local shift of the Fermi energy for direction \(\mathbf n\). The force \(-e\mathbf E\) contributes \(-e\mathbf E\cdot\mathbf v\,\partial f_0/\partial\varepsilon\), and isotropic collisions relax \(g\) to its average over directions \(\bar g\), which conserves particle number. To first order in the field,

\[
v\,\mathbf n\cdot\nabla g+\frac{g-\bar g}{\tau}=-ev\,\mathbf n\cdot\mathbf E.
\]

Set \(h=g-\bar g\) and move \(\nabla\bar g\) to the right:

\[
v\,\mathbf n\cdot\nabla h+\frac h\tau=-ev\,\mathbf n\cdot\boldsymbol{\mathcal E},\qquad
\boldsymbol{\mathcal E}=\mathbf E+\frac{\nabla\bar g}{e}. \tag{7}
\]

The field that drives current is \(\boldsymbol{\mathcal E}\). When \(\mathbf E=-\nabla\phi\), it is the gradient of the electrochemical potential divided by \(e\). Along a straight line (7) is a first-order ordinary differential equation, solved by

\[
h(\mathbf r,\mathbf n)=-e\int_0^\infty ds\;\mathbf n\cdot\boldsymbol{\mathcal E}(\mathbf r-s\mathbf n)\,e^{-s/l}.
\]

An electron arriving at \(\mathbf r\) remembers the work done on it since its last collision, and \(e^{-s/l}\) is the chance that it has flown at least a distance \(s\). The isotropic part \(\bar g\) carries no current, so

\[
j_i=-2eN\int\frac{d\Omega}{4\pi}\,v n_i h
=\frac{2Ne^2v}{4\pi}\int d\Omega\int_0^\infty ds\,n_in_j\,\mathcal E_j(\mathbf r-s\mathbf n)\,e^{-s/l}.
\]

Put \(\mathbf r'=\mathbf r-s\mathbf n\). Then \(s=R\), \(\mathbf n=\mathbf R/R\), and \(d\Omega\,ds=d^3r'/R^2\). With \(2Nv=k^2/(\pi^2\hbar)\), the prefactor is \(e^2k^2/(4\pi^3\hbar)=3\sigma_0/(4\pi l)\). The kernel is again (1), now acting on \(\boldsymbol{\mathcal E}\).

Here the inverse square is geometric: trajectories through one point spread over a sphere of area \(4\pi R^2\). For a static potential, \(\mathbf E=-\nabla\phi\), the choice \(\bar g=e\phi\) makes \(\boldsymbol{\mathcal E}\) vanish. That is the cancellation found from the ladder.

## Reading the numbers

For the example, \(k^2l=1.575\times10^{12}\ \mathrm{m^{-1}}\), so \(\sigma_0=1.29\times10^7\) S/m and the resistivity is 7.7 µΩ cm. The prefactor \(3\sigma_0/(4\pi l)\) is \(4.42\times10^5\) S/(m nm). At 7 nm the kernel along \(\mathbf R\) is

\[
\frac{4.42\times10^5}{49}\,e^{-1}\approx3.3\times10^3\ \mathrm{S/(m\,nm^3)},
\]

against \(3.8\times10^5\) in the same unit at 1 nm.

In a uniform field the volume of a spherical shell cancels the inverse square, and the share of the current due to fields within \(R\) is \(1-e^{-R/l}\). This is 13% within 1 nm, 63% within 7 nm and 95% within 21 nm. The steep kernel thus coexists with a response spread over several mean free paths.

Over one half-wavelength \(\pi/k\) starting at 1 nm, formulas (5) and (6) differ from (1) by at most 0.34% along \(\mathbf R\) and 3.5% across it, both relative to the smooth value along \(\mathbf R\). Starting at 7 nm, the larger of the two is 0.5%.

**A thin film.** Let a uniform field lie in the plane of a film of thickness \(d\) whose surfaces scatter with complete loss of memory. Electrons leave a surface with \(h=0\), so the flight integral stops there. By symmetry \(\bar g=0\). Let \(\mu\) now be the magnitude of the direction cosine to the film normal. An electron at height \(z\) above the surface it left has flown at most \(z/\mu\), which multiplies its bulk response by \(1-e^{-z/\mu l}\). Averaging over \(z\), with \(\kappa=d/l\), and over directions gives

\[
\frac{\sigma_{\rm film}}{\sigma_0}=\frac32\int_0^1d\mu\,(1-\mu^2)\Big[1-\frac\mu\kappa\big(1-e^{-\kappa/\mu}\big)\Big].
\]

For \(\kappa\gg1\) the exponential drops out, and \(\int_0^1(\mu-\mu^3)d\mu=\frac14\) leaves \(1-3/(8\kappa)\). Numerical integration of the kernel over the film gives ratios of 0.61, 0.76 and 0.87 at 5, 10 and 20 nm. With \(k\) and \(l\) held fixed, the resistivities are 12.7, 10.2 and 8.9 µΩ cm.

## What each derivation assumes

The Green-function route starts from the Hamiltonian. It obtains the collision rate, the decay of the amplitude and the structure near \(1/k\), and it shows where the inverse square ends. Its approximations are the lowest-order self-energy and the neglect of scattering sequences outside the bubble and ladder, including those responsible for quantum interference. The expansion parameter \(1/(kl)\) is about 0.01 in the example.

The kinetic route assumes at the outset that electrons have trajectories and independent collisions. It is therefore restricted to fields that vary slowly over \(1/k\), and it cannot produce the oscillating terms. In return, particle conservation is built in, and the correct driving field appears without summing a series.

Both routes use isotropic scattering. If the mean cosine of the scattering angle is 0.2, collisions relax a uniform-field response at the rate \((1-0.2)/\tau\), and the length in \(\sigma_0\) becomes \(1.25\,l\). Direct flights still decay over \(l\), so a single length no longer describes the kernel.

The parameters lie in the rough regime of ruthenium interconnects, whose bulk resistivity is several µΩ cm, but \(k\) is an effective value and not a property of ruthenium's Fermi surface. Ruthenium is a hexagonal transition metal with several Fermi-surface sheets, so the assumption of a spherical surface clearly fails. An assumed mass ratio of 1.3 between two axes, with equal \(\tau\), changes the conductivity between them by 30% and the range by 14%. Two spherical sheets of equal Fermi-surface area, with mean free paths \(0.7l\) and \(1.3l\), give a kernel at \(3l\) that is 14% larger than if both had the mean free path \(l\). Real lines also contain grain boundaries, which add resistance not estimated here, while partly specular surfaces would lower the film resistivities.

Near and above room temperature phonons also scatter the electrons, and in a pure metal they supply most of the resistivity. The model contains them only through the chosen value of \(l\).

Thermal smearing of the Fermi surface, finite frequency and acceleration by the field have smaller effects for these numbers. At 378 K, \(k_BT/E_F\) is 0.4%, using the free-electron mass, and the smooth kernel is practically unchanged at fixed \(l\). The oscillating terms are damped over the length \(\hbar v/(2\pi k_BT)\approx5.6\) nm, which lowers the 0.5% found at 7 nm to about 0.4%. At 5 GHz, \(\omega\tau\approx10^{-4}\) and the skin depth is about 2 µm, far above \(l\). At 1 MA/cm² an electron gains about 5 µeV over one mean free path, against a thermal energy of 33 meV.

Numbers in the example were calculated in double precision.
